# Depth of a Self-Limited V-Groove in (001) Silicon

## The problem

A (001) silicon wafer is covered by a mask with one rectangular opening of width $W$ and length $L\ge W$. The edges of the opening run along the two $\langle110\rangle$ directions that lie in the surface. A wet etchant attacks the (001) floor at the rate $R_{100}$ and the $\{111\}$ planes at a much smaller rate $R_{111}$. Both rates are measured along the normal of the plane concerned. The mask is inert, and the wafer is thicker than any depth reached here.

Take $W=1000$ nm, $L=5000$ nm, $R_{100}=1000$ nm/min, $R_{111}=10$ nm/min and an etch time of 1.0 min in a bath at 353 K.

1. If the $\{111\}$ planes did not etch at all, at what depth would the etch stop, and when?
2. What do the given $R_{111}$ and etch time change?
3. How far do small errors move the depth: a mask rotated by 0.5°, a wafer surface tilted by 0.5° about the long axis of the groove, an opening 10 nm too wide, a bath 1 K too warm?

Depth is measured normal to the wafer surface, from the original surface down to the lowest point of the groove. The relations are geometric and hold in any unit of length.

## A first estimate by scaling

With inert walls, the final shape of a long groove can depend on one length only, the width $W$. The rate $R_{100}$ cannot enter, because no length can be formed from a rate without a time, and a shape that has stopped changing contains no time. Hence $d=cW$ with a pure number $c$.

Two walls that start at the mask edges and lean inward meet below the middle of the opening, a horizontal distance $W/2$ from each edge. If we know nothing about their slope, 45° is a reasonable guess. It gives $c=1/2$ and

$$d\approx \frac W2=500\ \text{nm},\qquad t\approx\frac{d}{R_{100}}=0.5\ \text{min}.$$

A slow attack on the walls should add a depth of order $R_{111}t=10$ nm. A mask rotated by a small angle $\delta$ presents an extra width of about $L\delta$. With $\delta=0.5°=0.0087$ rad this is 44 nm, and half of it, 22 nm, is the estimated extra depth.

## Exact solution with inert walls

**The wall angle.** In a cubic crystal the plane $(hkl)$ has its normal along $[hkl]$. The angle $\theta$ between the (111) wall and the (001) surface equals the angle between their normals:

$$\cos\theta=\frac{(1,1,1)\cdot(0,0,1)}{\sqrt3}=\frac1{\sqrt3}.$$

Then $\sin\theta=\sqrt{1-1/3}=\sqrt{2/3}$, and

$$\tan\theta=\frac{\sqrt{2/3}}{1/\sqrt3}=\sqrt2,\qquad \theta=54.74°.$$

The line in which the wall cuts the surface is perpendicular to both normals:

$$(1,1,1)\times(0,0,1)=(1,-1,0).$$

This is a $\langle110\rangle$ direction, so a wall can start along the whole of a mask edge if that edge runs along $\langle110\rangle$.

**Why these walls appear.** A bond-counting model gives the slope without assuming the walls. Let $a$ be the cubic lattice constant. Each silicon atom has four bonds, two pointing up and two pointing down, and the (001) atomic layers are $a/4$ apart. The rule of the model is that an exposed atom with two or fewer bonds is removed and an atom with three or more stays.

An atom on a bare (001) floor has lost both upper neighbours. It has two bonds left and is removed. To see what happens at the edge of the floor, note that the two upward bonds of an atom lie in a vertical plane, which runs along the groove in one layer and across it in the next, alternately.

- Where the upward bonds run along the groove, both upper neighbours belong to the same row. A row lies open if the row above it was removed, so the number of open rows does not change.
- Where they run across the groove, each atom sits midway between two rows of the layer above. If $n$ neighbouring rows were removed there, $n-1$ rows lie between them and lose both upper bonds. The row at each edge loses one upper bond, keeps three bonds and stays.

An atom that stays is itself an upper neighbour of the two atoms below it. Each of those therefore keeps at least one upper bond, and the wall is stable.

The rows are $a/\sqrt2$ apart. For every two layers of depth, $a/2$, the floor thus narrows by $a/\sqrt2$, or $a/(2\sqrt2)$ on each side. The slope of the wall is

$$\frac{a/2}{a/(2\sqrt2)}=\sqrt2=\tan\theta,$$

which is the slope of a $\{111\}$ plane. The model shows which shape follows if atoms with three bonds stay. It does not explain why they react so slowly in a real bath, which is a matter of surface chemistry. The rule is also too crude for other geometries. Atoms on an ideal $\{110\}$ face have three bonds as well, so the rule leaves such faces standing although they etch fast in potassium hydroxide, and it does not undercut a misaligned mask edge. It is used here only for openings aligned with $\langle110\rangle$.

The rule was also applied atom by atom to a three-dimensional diamond lattice, with a fixed top layer of atoms standing for the mask. Openings 8, 16 and 24 rows wide and 28 rows long gave depths of $3.75a$, $7.75a$ and $11.75a$. The widths were $5.657a$, $11.314a$ and $16.971a$, so the slope of depth against width is 0.7071. Each depth is $a/4$, one atomic layer, short of the row number times $a/2$. The counting explains this. In these three runs the upward bonds of the first silicon layer run along the groove, so $n$ rows open in the mask layer are followed by $n$ open rows in the first silicon layer, and then by two layers each with $n-1,\,n-2,\dots,1$ open rows. That makes $1+2(n-1)=2n-1$ layers instead of $2n$. For a groove 1000 nm wide, one atomic layer is of no importance.

**Closing of the groove.** At time $t$ the floor lies at depth $h=R_{100}t$. Each wall has moved inward by $h/\tan\theta=h/\sqrt2$, so the floor width is

$$b=W-\frac{2h}{\sqrt2}=W-\sqrt2\,R_{100}t .$$

At 0.4 min the floor is 400 nm deep and $1000-1.4142\times400=434.3$ nm wide. A groove stopped at this time has a flat bottom, and its depth is set by the clock and not by the mask.

The floor disappears when $b=0$, that is, when $\sqrt2\,h=W$. No (001) surface is then left to etch, and the depth is

$$\boxed{d=\frac{W}{\sqrt2}\approx0.7071\,W}$$

For the example $d=707.1$ nm (7071 Å), reached after $707.1/1000=0.707$ min.

**The role of the length.** The two end walls are $\{111\}$ planes as well, so the length of the floor shrinks by the same law, to $L-\sqrt2\,h$. The shorter side vanishes first. For $L>W$ the groove ends in a horizontal line of length $L-W$. For $L=W$ that line shrinks to a point, and the pit is an inverted pyramid. For $L<W$ the depth is $L/\sqrt2$, whatever the width. In the atomistic model an opening 24 rows wide and 12 long gave a depth of $5.50a$, within two atomic layers of the $6a$ expected from the shorter side.

## Slowly etching walls

Place the origin in the surface at the middle of the opening, with $x$ across the groove and $z$ upward. The left wall starts at $(-W/2,0)$. Its unit normal, pointing into the etchant, is $(\sin\theta,\cos\theta)$. Etching moves the wall against this normal by $R_{111}t$, so its points satisfy

$$\sin\theta\left(x+\frac W2\right)+\cos\theta\,z=-R_{111}t .$$

**Undercut.** At $z=0$ this gives $x=-W/2-R_{111}t/\sin\theta$. The wall has moved under the mask by

$$u=\frac{R_{111}t}{\sin\theta}=\sqrt{\frac32}\,R_{111}t=1.2247\times10=12.2\ \text{nm}$$

on each side. The groove width under the mask is $W+2u=1024.5$ nm.

**Depth after closure.** By symmetry the walls meet at $x=0$. Dividing the wall equation by $\cos\theta$ there gives $z=-(W/2)\tan\theta-R_{111}t/\cos\theta$, so that

$$d=\frac W{\sqrt2}+\sqrt3\,R_{111}t=707.1+17.3=724.4\ \text{nm}.$$

The factor $\sqrt3$ is larger than one because the meeting point moves straight down while the walls recede along their inclined normals.

**Closing time.** While a floor exists it lies at $z=-R_{100}t$. Its width follows from the starting width $W+2u$ at the surface:

$$b=W+2u-\sqrt2\,R_{100}t .$$

Since $2u=2\sqrt{3/2}\,R_{111}t=\sqrt6\,R_{111}t=\sqrt2\,\sqrt3\,R_{111}t$, this becomes

$$b=W-\sqrt2\left(R_{100}-\sqrt3\,R_{111}\right)t .$$

Setting $b=0$ gives

$$t_c=\frac{W}{\sqrt2\,(R_{100}-\sqrt3\,R_{111})}=\frac{1000}{1.4142\times982.7}=0.720\ \text{min}.$$

A closing time exists if $R_{100}>\sqrt3\,R_{111}$. If the two sides are equal, the floor keeps its width as it sinks; if $R_{100}$ is smaller still, the floor widens and no V forms.

The chosen etch time of 1.0 min is longer than $t_c$, so the formula for the closed groove applies. After closure the depth still grows by $\sqrt3\,R_{111}=17.3$ nm/min, compared with 1000 nm/min before. "Self-limited" here means a strong slowing, not a complete stop.

**Which width belongs in the rule.** The depth divided by the mask opening is now 0.7244. Divided by the width of the groove under the mask it is still 0.7071, because

$$\frac{W+2u}{\sqrt2}=\frac W{\sqrt2}+\sqrt3\,R_{111}t=d .$$

For a closed groove, a width measured on the silicon after the mask has been removed thus gives the depth through the simple rule, even when the walls have etched. A groove that still has a flat floor is shallower than this.

## Small errors

**Rotated mask.** Turn the rectangle by $\delta$ in the surface. A corner at $(x,y)$ moves to $x'=x\cos\delta-y\sin\delta$. Over the corners $(\pm W/2,\pm L/2)$, the largest $x'$ is $(W\cos\delta+L\sin\delta)/2$ and the smallest is its negative. The narrowest pit with aligned $\{111\}$ walls that contains the opening therefore has the width

$$W'=W\cos\delta+L\sin\delta=1043.6\ \text{nm}.$$

The corresponding depth $W'/\sqrt2$ exceeds the ideal one by 30.8 nm. This is the limit of a long etch, in which the etchant has removed all the silicon under the mask between the rotated edge and the aligned walls. How much of it is reached in 1 min depends on the etch rate of the stepped edge, which is not modelled here. The limit grows with $L$, and so does the time needed to reach it. At a fixed etch time the widening is bounded by the distance the steps along the edge have travelled.

**Tilted wafer.** Let the surface be tilted by $\alpha$ about the axis of the groove, with inert walls. The walls then make the angles $\theta+\alpha$ and $\theta-\alpha$ with the surface, and the opening spans the sum of their horizontal runs:

$$W=d\,[\cot(\theta+\alpha)+\cot(\theta-\alpha)]
=d\,\frac{\sin2\theta}{\sin(\theta+\alpha)\sin(\theta-\alpha)} .$$

The last step uses $\cot A+\cot B=\sin(A+B)/(\sin A\sin B)$. The denominator is

$$\sin^2\theta\cos^2\alpha-\cos^2\theta\sin^2\alpha=\sin^2\theta-\sin^2\alpha=\tfrac23-\sin^2\alpha ,$$

and $\sin2\theta=2\sqrt{2/3}\,/\sqrt3=2\sqrt2/3$. Solving for $d$,

$$d=W\,\frac{3}{2\sqrt2}\left(\frac23-\sin^2\alpha\right)=\frac W{\sqrt2}\left(1-\frac32\sin^2\alpha\right).$$

One wall becomes steeper and the other flatter, and the first-order changes cancel. For 0.5° the depth falls by 0.08 nm. The cancellation belongs to a tilt about the groove axis. A tilt about the horizontal axis across the groove turns the lines in which the side walls cut the surface away from the mask edges. It therefore acts to first order and grows with $L$, as a mask rotation does. The bottom line of the groove then slopes by $\alpha$ against the surface. In the long-etch limit it starts from the ideal depth under one end of the opening and ends about $W/2$ short of the other, so the extra depth is about $\alpha\,(L-W/2)\approx39$ nm for 0.5° when $L$ is well above $W$. This is more than the 30.8 nm of the rotation.

**Opening too wide.** An extra 10 nm of width adds $10/\sqrt2=7.1$ nm of depth.

**Bath too warm.** Suppose both rates follow the same Arrhenius law with an activation energy of 0.6 eV, a rough value. Going from 353 K to 354 K raises both by 5.7 percent. The closing time drops from 0.720 to 0.681 min. With the etch time held at 1.0 min, the depth grows by 0.99 nm, which is 5.7 percent of the 17.3 nm of wall etching. The main part of the depth, $W/\sqrt2$, contains no rate and does not respond.

## Comparison of estimate and solution

| Quantity | Estimate | Solution |
|---|---|---|
| Depth, inert walls | 500 nm | 707.1 nm |
| Closing time, inert walls | 0.5 min | 0.707 min |
| Added by wall etching | 10 nm | 17.3 nm |
| Added by 0.5° rotation | 22 nm | 30.8 nm (limit) |

Scaling found the proportionality to $W$ and the right order of each quantity in the table. What it could not supply is the crystal angle. The first, second and fourth rows differ by the factor $\tan\theta=\sqrt2$, because the estimate used $\tan45°=1$. The third differs by $1/\cos\theta=\sqrt3$, because the estimate took the recession along the wall normal for a vertical one.

## The real process

The parameters are round numbers in the rough typical range for hot aqueous potassium hydroxide. There the ratio $R_{100}/R_{111}$, here 100, varies from some tens to a few hundred with the bath and with the way it is measured. Of the effects asked for in the problem, wall etching and mask rotation change the depth most; a tilt across the groove can matter as much. Adding 1 min of wall etching to the long-etch limit for the rotation gives 755.3 nm, about 7 percent above the ideal 707.1 nm. This is an upper bound for these two effects at 1 min, since the rotation limit may take longer to reach. Erosion of the mask, hydrogen bubbles that shield the surface and transport in the liquid are left out, so the last digits describe the model and not a measured groove.

For a closed groove in a well-aligned mask, a target depth $d$ calls for the opening $W=\sqrt2\,(d-\sqrt3\,R_{111}t)$. This holds if $L\ge W$, if the etch time exceeds $t_c$ and if the wafer is thicker than $d$. The numerical output below lists the values used.

## Numbers as computed

```
wall angle to the surface            54.74 deg
ideal depth / width                  0.7071
atomistic etch (a = lattice constant):
  8 rows: width 5.657 a, depth 3.75 a
  16 rows: width 11.314 a, depth 7.75 a
  24 rows: width 16.971 a, depth 11.75 a
  slope of depth against width       0.7071
  24 rows wide, 12 long: depth       5.50 a
opening width W                      1000 nm
opening length L                     5000 nm
rate R100                            1000 nm/min
rate R111                            10 nm/min
etch time                            1.0 min
bath temperature                     353 K
activation energy                    0.6 eV
ideal depth                          707.1 nm
ideal depth in angstrom              7071 angstrom
ideal closing time                   0.707 min
ideal floor width at 0.4 min         434.3 nm
ideal floor depth at 0.4 min         400.0 nm
closing time with finite R111        0.720 min
undercut per side at etch time       12.2 nm
groove width under the mask          1024.5 nm
depth with finite R111               724.4 nm
depth / opening width, finite R111   0.7244
depth / undercut width, finite R111  0.7071
apex creep rate after closure        17.3 nm/min
changes of depth from neglected effects:
  finite R111                        +17.3 nm
  mask rotated 0.5 deg (limit)       +30.8 nm
  wafer miscut 0.5 deg               -0.08 nm
  opening 10 nm too wide            +7.1 nm
  bath 1 K too warm                  +0.99 nm
pit width for the rotated mask       1043.6 nm
depth, rotation and R111 together    755.3 nm
rate increase for 1 K                5.7 percent
closing time, bath 1 K too warm      0.681 min
```
